# Exact Photon Frequencies of a Moving Free Atom: Doppler and Recoil Shifts: verification in Python

```python
"""
Result under test: photon frequency for a free atom moving at velocity beta*c.
  emission:   w/w0 = (1 - E0/(2 Mexc c^2)) / (gamma (1 - n.beta))
  absorption: w/w0 = (1 + E0/(2 M c^2))    / (gamma (1 - n.beta))
M, Mexc = M + E0/c^2: rest masses of the ground and excited atom;
E0 = hbar*w0: internal energy difference; n: photon travel direction;
beta: atomic velocity / c BEFORE the process; r = E0/(M c^2).
Computations use M = c = 1. The unknown is u = w/w0, so that the photon
energy and momentum are both r*u. cosine is the angle cosine of n and beta.
The reference roots come from energy balances with relativistic square
roots, solved by bisection, not from the squared four-momentum equation.
"""
import sympy as sp
from mpmath import mp, mpf, sqrt
from scipy import constants as const

mp.dps = 40


def emission_balance(u, beta, cosine, r):
    """(initial energy - final energy)/E0 with momentum conserved."""
    p = (1 + r) * beta / sqrt(1 - beta**2)
    k = r * u
    final_p2 = p**2 - 2 * p * k * cosine + k**2
    return (sqrt((1 + r)**2 + p**2) - k - sqrt(1 + final_p2)) / r


def absorption_balance(u, beta, cosine, r):
    """(final energy - initial energy)/E0 with momentum conserved."""
    p = beta / sqrt(1 - beta**2)
    k = r * u
    final_p2 = p**2 + 2 * p * k * cosine + k**2
    return (sqrt((1 + r)**2 + final_p2) - sqrt(1 + p**2) - k) / r


def newton_balance(u, beta, cosine, r, mass_changes):
    """Emission with Newtonian kinetic energies, with or without mass change."""
    initial_mass = 1 + r if mass_changes else mpf(1)
    p = initial_mass * beta
    k = r * u
    final_p2 = p**2 - 2 * p * k * cosine + k**2
    return (r + p**2 / (2 * initial_mass) - k - final_p2 / 2) / r


def solve(balance, *args):
    """Bisection for a balance that falls from positive to negative."""
    low, high = mpf(0), mpf(20)
    assert balance(low, *args) > 0 > balance(high, *args)
    for _ in range(140):
        middle = (low + high) / 2
        if balance(middle, *args) > 0:
            low = middle
        else:
            high = middle
    return (low + high) / 2


def emission_formula(beta, cosine, r):
    return (1 - r / (2 * (1 + r))) * sqrt(1 - beta**2) / (1 - beta * cosine)


def absorption_formula(beta, cosine, r):
    return (1 + r / 2) * sqrt(1 - beta**2) / (1 - beta * cosine)


# Exact formulas, mass ratio and uniqueness, for strongly relativistic cases
worst = mpf(0)
for beta in (mpf(0), mpf("0.3"), mpf("0.8")):
    for cosine in (mpf(-1), mpf("-0.4"), mpf(0), mpf("0.6"), mpf(1)):
        for r in (mpf("0.01"), mpf("0.5")):
            case = (beta, cosine, r)
            root_em = solve(emission_balance, *case)
            root_ab = solve(absorption_balance, *case)
            worst = max(worst, abs(root_em - emission_formula(*case)),
                        abs(root_ab - absorption_formula(*case)))
            assert abs(root_ab / root_em - (1 + r)) < mpf("1e-30")
            for balance in (emission_balance, absorption_balance):
                values = [balance(mpf(j) / 4, *case) for j in range(41)]
                assert all(a > b for a, b in zip(values, values[1:]))
assert worst < mpf("1e-30")

# Series: beta = s and r = 0.7 s^2 with small s
s = mpf("1e-4")
cosine, r = mpf("0.6"), mpf("0.7") * s**2
x = s * cosine
for balance, sign, r_squared_term in ((emission_balance, -1, r**2 / 2),
                                      (absorption_balance, 1, mpf(0))):
    root = solve(balance, s, cosine, r)
    second_order = 1 + x + x**2 - s**2 / 2 + sign * r / 2
    third_order = x**3 - x * s**2 / 2 + sign * r * x / 2
    fourth_order = (x**4 - x**2 * s**2 / 2 - s**4 / 8
                    + sign * r / 2 * (x**2 - s**2 / 2) + r_squared_term)
    rest = root - second_order - third_order
    assert abs(rest / s**3) < mpf("1e-3")
    assert abs(third_order / s**3) > mpf("0.1")
    assert abs((rest - fourth_order) / s**4) < mpf("1e-3")
    # with the actual wave vector the remainder is of fourth order
    assert abs(root * (1 - x) - (1 - s**2 / 2 + sign * r / 2)) < s**4 / 2

# Origin of -beta^2/2: the change of rest mass at Newtonian kinetic energy
root = solve(emission_balance, s, cosine, r)
with_change = solve(newton_balance, s, cosine, r, True)
without_change = solve(newton_balance, s, cosine, r, False)
assert abs(with_change - root) < 5 * s**3
missing = (without_change - root) / s**2
assert abs(missing - mpf("0.5")) < mpf("1e-3")

# Very heavy atom: only the Doppler factor remains
heavy = solve(emission_balance, mpf("0.6"), mpf("0.5"), mpf("1e-12"))
assert abs(heavy - mpf("0.8") / mpf("0.7")) < mpf("1e-11")

# Hydrogen 1s and 2p energies in reduced-mass atomic units
rho = sp.symbols("rho", positive=True)
levels = []
for radial, ell in ((rho * sp.exp(-rho), 0), (rho**2 * sp.exp(-rho / 2), 1)):
    h_radial = (-sp.diff(radial, rho, 2) / 2
                + (sp.Rational(ell * (ell + 1), 2) / rho**2 - 1 / rho) * radial)
    energy = sp.simplify(h_radial / radial)
    assert energy.is_number
    levels.append(mpf(energy.p) / energy.q)
assert levels[0] < levels[1] < 0

# Worked example
c = mpf(const.c)
h = mpf(const.h)
eV = mpf(const.e)
m_e, m_p = mpf(const.m_e), mpf(const.m_p)
reduced_mass = m_e * m_p / (m_e + m_p)
atomic_energy = reduced_mass * c**2 * mpf(const.fine_structure)**2
E0 = (levels[1] - levels[0]) * atomic_energy
rest_energy = (m_e + m_p) * c**2 + levels[0] * atomic_energy
r = E0 / rest_energy
nu0 = E0 / h
speed = mpf(3000)
beta, cosine = speed / c, mpf(1) / 2
x = beta * cosine
MHz = mpf(10)**6


def show(label, value, digits, unit=""):
    print(f"{label}: {float(value):.{digits}f} {unit}".rstrip())


print(f"largest formula-minus-root difference in w/w0: {float(worst):.1e}")
strong = (mpf("0.8"), mpf("0.6"), mpf("0.5"))
print("strong test case: beta = 0.8, cosine = 0.6, r = 0.5")
show("  emission w/w0 from balance", solve(emission_balance, *strong), 8)
show("  emission w/w0 from formula", emission_formula(*strong), 8)
show("  absorption w/w0 from balance", solve(absorption_balance, *strong), 8)
show("  absorption w/w0 from formula", absorption_formula(*strong), 8)
show("term missed without mass change, in beta^2", missing, 4)
print("hydrogen 1s-2p, nonrelativistic, reduced mass")
show("level 1s", levels[0] * atomic_energy / eV, 5, "eV")
show("level 2p", levels[1] * atomic_energy / eV, 5, "eV")
show("transition energy E0", E0 / eV, 5, "eV")
show("rest energy M c^2", rest_energy / eV / MHz, 4, "MeV")
print(f"r = E0/(M c^2): {float(r):.6e}")
show("nu0 = E0/h", nu0 / mpf(10)**12, 4, "THz")
show("atomic speed", speed, 0, "m/s")
print(f"beta: {float(beta):.6e}")
print(f"n.beta at 60 degrees: {float(x):.6e}")
show("ratio r/beta^2", r / beta**2, 1)
show("first-order Doppler nu0 (n.beta)", nu0 * x / MHz, 6, "MHz")
show("term nu0 (n.beta)^2", nu0 * x**2 / MHz, 6, "MHz")
show("second-order Doppler -nu0 beta^2/2", -nu0 * beta**2 / 2 / MHz, 6, "MHz")
show("recoil size nu0 r/2", nu0 * r / 2 / MHz, 6, "MHz")

exact = {}
for name, balance, formula, sign, r_squared_term in (
        ("emission", emission_balance, emission_formula, -1, r**2 / 2),
        ("absorption", absorption_balance, absorption_formula, 1, mpf(0))):
    root = solve(balance, beta, cosine, r)
    assert abs(root - formula(beta, cosine, r)) < mpf("1e-25")
    exact[name] = root
    second_order = x + x**2 - beta**2 / 2 + sign * r / 2
    third_order = x**3 - x * beta**2 / 2 + sign * r * x / 2
    remainder = nu0 * (root - 1 - second_order)
    # r is much larger than beta^2 here, so the r^2 term must be kept;
    # the other fourth-order terms are below 0.001 Hz
    predicted = nu0 * (third_order + r_squared_term)
    assert abs(remainder - predicted) < mpf("0.001")
    show(f"{name} shift, exact", nu0 * (root - 1) / MHz, 6, "MHz")
    show(f"{name} shift, second order", nu0 * second_order / MHz, 6, "MHz")
    show(f"{name} remainder", remainder, 3, "Hz")
    show(f"{name} third-order terms", nu0 * third_order, 3, "Hz")
    show(f"{name} r^2 term", nu0 * r_squared_term, 3, "Hz")
separation = nu0 * (exact["absorption"] - exact["emission"])
show("absorption minus emission", separation / MHz, 6, "MHz")

# Change of the atomic velocity vector in emission
p = (1 + r) * beta / sqrt(1 - beta**2)
k = r * exact["emission"]
p_along, p_across = p * cosine - k, p * sqrt(1 - cosine**2)
final_energy = sqrt(1 + p_along**2 + p_across**2)
change = sqrt((p_along / final_energy - beta * cosine)**2
              + (p_across / final_energy - beta * sqrt(1 - cosine**2))**2)
assert abs(change / r - 1) < mpf("1e-4")
show("velocity change in emission", change * c, 4, "m/s")

print("exact shifts in MHz: angle in degrees, emission, absorption")
for angle, cos_angle in ((0, mpf(1)), (60, mpf(1) / 2), (90, mpf(0)),
                         (180, mpf(-1))):
    em = nu0 * (solve(emission_balance, beta, cos_angle, r) - 1) / MHz
    ab = nu0 * (solve(absorption_balance, beta, cos_angle, r) - 1) / MHz
    print(f"  {angle:3d}  {float(em):.4f}  {float(ab):.4f}")

print("OK")
```

Running it gives:

```
largest formula-minus-root difference in w/w0: 8.8e-39
strong test case: beta = 0.8, cosine = 0.6, r = 0.5
  emission w/w0 from balance: 0.96153846
  emission w/w0 from formula: 0.96153846
  absorption w/w0 from balance: 1.44230769
  absorption w/w0 from formula: 1.44230769
term missed without mass change, in beta^2: 0.5000
hydrogen 1s-2p, nonrelativistic, reduced mass
level 1s: -13.59829 eV
level 2p: -3.39957 eV
transition energy E0: 10.19872 eV
rest energy M c^2: 938.7831 MeV
r = E0/(M c^2): 1.086376e-08
nu0 = E0/h: 2466.0384 THz
atomic speed: 3000 m/s
beta: 1.000692e-05
n.beta at 60 degrees: 5.003461e-06
ratio r/beta^2: 108.5
first-order Doppler nu0 (n.beta): 12338.728133 MHz
term nu0 (n.beta)^2: 0.061736 MHz
second-order Doppler -nu0 beta^2/2: -0.123473 MHz
recoil size nu0 r/2: 13.395227 MHz
emission shift, exact: 12325.271102 MHz
emission shift, second order: 12325.271170 MHz
emission remainder: -67.186 Hz
emission third-order terms: -67.331 Hz
emission r^2 term: 0.146 Hz
absorption shift, exact: 12352.061690 MHz
absorption shift, second order: 12352.061623 MHz
absorption remainder: 66.713 Hz
absorption third-order terms: 66.714 Hz
absorption r^2 term: 0.000 Hz
absorption minus emission: 26.790587 MHz
velocity change in emission: 3.2569 m/s
exact shifts in MHz: angle in degrees, emission, absorption
    0  24664.1844  24690.9751
   60  12325.2711  12352.0617
   90  -13.5187  13.2718
  180  -24690.7279  -24663.9377
OK
```
